\section*{Dominant correlations of a spin-rotation-invariant Luttinger liquid}

\section*{Problem}

A one-dimensional metal of spin-1/2 fermions has gapless charge ($\rho$) and spin ($\sigma$) modes, an incommensurate filling, zero temperature and full spin-rotation symmetry. At low energy each mode $\nu=\rho,\sigma$ has the Hamiltonian
\begin{equation}
H_\nu=\frac{1}{2\pi}\int dx\left[v_\nu K_\nu(\pi\Pi_\nu)^2+\frac{v_\nu}{K_\nu}(\partial_x\phi_\nu)^2\right],
\label{H}
\end{equation}
with $[\phi_\nu(x),\Pi_{\nu'}(x')]=i\delta_{\nu\nu'}\delta(x-x')$, $\partial_x\theta_\nu=\pi\Pi_\nu$ and $\hbar=1$. The fields of the two spin species are $\phi_{\uparrow,\downarrow}=(\phi_\rho\pm\phi_\sigma)/\sqrt2$, and likewise for $\theta$. Up to constants and anticommuting factors that do not affect the powers, the right and left movers are
\begin{equation}
R_s\sim e^{ik_Fx}e^{-i(\phi_s-\theta_s)},\qquad L_s\sim e^{-ik_Fx}e^{i(\phi_s+\theta_s)} .
\label{psi}
\end{equation}
Consider five operators:
\begin{itemize}
\item $2k_F$ charge: $\sum_s R_s^\dagger L_s$;
\item $2k_F$ spin: $R_\uparrow^\dagger L_\downarrow$ and its rotated partners;
\item $4k_F$ charge: $R_\uparrow^\dagger R_\downarrow^\dagger L_\downarrow L_\uparrow$;
\item singlet pairing: $R_\uparrow L_\downarrow-R_\downarrow L_\uparrow$;
\item triplet pairing: $R_\uparrow L_\uparrow$ and its rotated partners.
\end{itemize}

(a) Find the power $\eta$ in the decay $r^{-\eta}$ of each correlation envelope as a function of $K_\rho$.

(b) The spin sector also contains a weak coupling $\delta S=g\int d^2r\,\mathbf J_R\cdot\mathbf J_L$ between right- and left-moving spin currents, with $g<0$. Find the logarithmic factor it gives each correlation at one-loop order.

(c) Determine which of the five correlations decays most slowly for each $K_\rho$, including the values where the answer changes.

(d) For a bare coupling $y_0=-2\pi g_0=0.3$ and equal amplitudes, compare the correlations at $K_\rho=0.6$ and $r=1000a$, where $a$ is the short-distance cutoff. Find how far out one must go for the asymptotic order of part (c) to appear at $K_\rho=0.30$ and $0.32$.

\section*{Solution}

\subsection*{(a) Powers}

For wavevector $q$, Eq.~(\ref{H}) is an oscillator with inverse mass $1/m=\pi vK$ and spring constant $m\omega^2=vq^2/(\pi K)$. Multiplying the two gives $\omega=v|q|$, and dividing $\omega$ by $1/m$ gives $m\omega=|q|/(\pi K)$. The ground-state fluctuations are therefore
\begin{equation}
\langle|\phi_q|^2\rangle=\frac{1}{2m\omega}=\frac{\pi K}{2|q|},\qquad
\langle|\Pi_q|^2\rangle=\frac{m\omega}{2}=\frac{|q|}{2\pi K}.
\end{equation}
Since $\theta_q=\pi\Pi_q/(iq)$, we have $\langle|\theta_q|^2\rangle=\pi/(2K|q|)$, which is the result for $\phi$ with $K\to1/K$. With a smooth cutoff $e^{-a|q|}$,
\begin{align}
\langle[\phi(r)-\phi(0)]^2\rangle
&=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,2(1-\cos qr)\frac{\pi K}{2|q|}e^{-a|q|}\nonumber\\
&=K\int_0^\infty dq\,\frac{1-\cos qr}{q}e^{-aq}
=\frac K2\ln\left(1+\frac{r^2}{a^2}\right),
\end{align}
which tends to $K\ln(r/a)$ for $r\gg a$. A Gaussian variable $X$ of zero mean obeys $\langle e^{icX}\rangle=e^{-c^2\langle X^2\rangle/2}$, so
\begin{equation}
\langle e^{ic\phi(r)}e^{-ic\phi(0)}\rangle\sim\left(\frac ar\right)^{c^2K/2},\qquad
\langle e^{ic\theta(r)}e^{-ic\theta(0)}\rangle\sim\left(\frac ar\right)^{c^2/(2K)} .
\label{vertex}
\end{equation}

The phases of the operators follow from Eq.~(\ref{psi}). Leaving out the factors $e^{\pm2ik_Fx}$ and $e^{\pm4ik_Fx}$,
\begin{align}
R_\uparrow^\dagger L_\uparrow&:\quad 2\phi_\uparrow=\sqrt2\,(\phi_\rho+\phi_\sigma),\nonumber\\
R_\uparrow^\dagger L_\downarrow&:\quad \phi_\uparrow+\phi_\downarrow-\theta_\uparrow+\theta_\downarrow=\sqrt2\,(\phi_\rho-\theta_\sigma),\nonumber\\
R_\uparrow^\dagger R_\downarrow^\dagger L_\downarrow L_\uparrow&:\quad 2\phi_\uparrow+2\phi_\downarrow=\sqrt8\,\phi_\rho,\label{phases}\\
R_\uparrow L_\downarrow&:\quad \theta_\uparrow+\theta_\downarrow-\phi_\uparrow+\phi_\downarrow=\sqrt2\,(\theta_\rho-\phi_\sigma),\nonumber\\
R_\uparrow L_\uparrow&:\quad 2\theta_\uparrow=\sqrt2\,(\theta_\rho+\theta_\sigma).\nonumber
\end{align}
Exchanging up and down reverses the sign of the $\sigma$ fields and leaves the powers unchanged.

Spin rotation fixes $K_\sigma$. The $z$ component of the $2k_F$ spin operator, $R_\uparrow^\dagger L_\uparrow-R_\downarrow^\dagger L_\downarrow$, contains $\sqrt2\phi_\sigma$, and its spin factor decays as $r^{-K_\sigma}$. The transverse components contain $\sqrt2\theta_\sigma$ and decay as $r^{-1/K_\sigma}$. These components must decay alike, so $K_\sigma=1$, and every spin factor with $c=\sqrt2$ decays as $1/r$.

The charge factors follow from Eq.~(\ref{vertex}): $\sqrt2\phi_\rho$ gives $r^{-K_\rho}$, $\sqrt8\phi_\rho$ gives $r^{-4K_\rho}$, and $\sqrt2\theta_\rho$ gives $r^{-1/K_\rho}$. Multiplying charge and spin factors,
\begin{equation}
\eta_{2k_F}=1+K_\rho,\qquad \eta_{4k_F}=4K_\rho,\qquad \eta_{\rm pair}=1+\frac1{K_\rho}.
\label{eta}
\end{equation}
At this level $2k_F$ charge and spin share one power, as do singlet and triplet pairing. Large $K_\rho$ means strong fluctuations of $\phi_\rho$, which weaken density order, and weak fluctuations of $\theta_\rho$, which favour pairing. The $4k_F$ operator has no spin field, so it avoids the factor $1/r$ but pays four times the charge exponent.

For free fermions, $K_\rho=1$, and the $2k_F$ and pairing correlations decay as $r^{-2}$, the product of two propagators that each fall as $1/r$. The density is then bilinear in free fields and has no $4k_F$ part: Eq.~(\ref{eta}) gives a power, not an amplitude. The $4k_F$ operator itself still has an $r^{-4}$ correlation, the product of four propagators; interactions are needed for it to appear in the density.

\subsection*{(b) Logarithmic factors}

Use the coordinates $z=v_\sigma\tau-ix$ for right movers and $\bar z$ for left movers, with $\tau$ imaginary time. The measure in $\delta S$ is $d^2r=v_\sigma\,d\tau\,dx$, the area element of the $z$ plane, so that $g$ is dimensionless. Normalize the currents so that $\mathbf J/(2\pi)$ is the spin density. A contour integral of $J_R^a$ around an operator $O$ then gives its commutator with the right-moving spin, which fixes the short-distance product
\begin{equation}
J_R^a(z)\,O(0)\simeq\frac{1}{z}[S_R^a,O].
\end{equation}
A stronger pole would need an operator whose right-moving dimension is lower by one. The spin factors of the $2k_F$ and pairing operators have right-moving dimension $1/4$, and the $4k_F$ operator has no spin factor at all, so no such operator exists. The same holds for $J_L^a$ with $\bar z$. Hence
\begin{equation}
\mathbf J_R\cdot\mathbf J_L(z)\,O(0)\simeq\frac{s}{|z|^2}\,O(0),\qquad
\sum_a[S_R^a,[S_L^a,O]]=s\,O .
\end{equation}

Each $2k_F$ or pairing operator combines a right-moving and a left-moving spin 1/2. For total spin $S$,
\begin{equation}
s=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right]=
\begin{cases}-\tfrac34,&S=0\ \text{($2k_F$ charge, singlet pairing)},\\[2pt]
+\tfrac14,&S=1\ \text{($2k_F$ spin, triplet pairing)}.\end{cases}
\end{equation}
In the $4k_F$ operator, $R_\uparrow^\dagger R_\downarrow^\dagger$ is itself a singlet of the right-moving spin, so $s=0$.

Now raise the cutoff from $ae^{l}$ to $ae^{l+dl}$. The weight $e^{-\delta S}$ supplies a factor $-g\,\mathbf J_R\cdot\mathbf J_L$, and the removed shell contributes $\int d^2r/r^2=2\pi\,dl$. The operator is multiplied by
\begin{equation}
1-2\pi g s\,dl=1+s\,y\,dl,\qquad y\equiv-2\pi g .
\end{equation}

The coupling flows at second order. The product of two currents contains $J_R^a(z)J_R^b(0)\simeq i\epsilon^{abc}J_R^c/z$, so
\begin{equation}
(\mathbf J_R\cdot\mathbf J_L)(z)\,(\mathbf J_R\cdot\mathbf J_L)(0)\simeq
\frac{(i)^2\epsilon^{abc}\epsilon^{abd}J_R^cJ_L^d}{|z|^2}=-\frac{2\,\mathbf J_R\cdot\mathbf J_L}{|z|^2}.
\end{equation}
The current product also has a term $\propto\delta^{ab}/z^2$. Taken in both factors it yields a constant; taken in one, it vanishes by antisymmetry or on averaging over the angle of $z$. The second-order term of $e^{-\delta S}$ is thus $\frac12g^2(2\pi\,dl)(-2)\int\mathbf J_R\cdot\mathbf J_L$. Equating it to $-dg\int\mathbf J_R\cdot\mathbf J_L$ gives
\begin{equation}
\frac{dg}{dl}=2\pi g^2,\qquad \frac{dy}{dl}=-2\pi\frac{dg}{dl}=-y^2,\qquad y(l)=\frac{y_0}{1+y_0l}.
\end{equation}
For $y_0>0$ the coupling fades slowly. A correlation at distance $r$ contains two operators, each rescaled until the cutoff reaches $r$, that is, until $l=\ln(r/a)$. Its extra factor is
\begin{equation}
\exp\left(2s\int_0^{\ln(r/a)}y\,dl\right)=\left[1+y_0\ln\frac ra\right]^{p},\qquad p=2s .
\label{log}
\end{equation}
For the five operators the result is

\begin{center}
\begin{tabular}{lcc}
Correlation & $\eta$ & $p$\\ \hline
$2k_F$ charge & $1+K_\rho$ & $-3/2$\\
$2k_F$ spin & $1+K_\rho$ & $+1/2$\\
$4k_F$ charge & $4K_\rho$ & $0$\\
singlet pairing & $1+1/K_\rho$ & $-3/2$\\
triplet pairing & $1+1/K_\rho$ & $+1/2$
\end{tabular}
\end{center}

If $y_0=0$, the logarithms are absent and the paired entries stay tied. If $y_0<0$, the one-loop coupling diverges at $l=1/|y_0|$; the weak-coupling treatment fails and this table no longer applies.

\subsection*{(c) The slowest decay}

The differences between the powers are
\begin{align}
\eta_{2k_F}-\eta_{4k_F}&=1-3K_\rho,\\
\eta_{\rm pair}-\eta_{2k_F}&=\frac{1-K_\rho^2}{K_\rho}.
\end{align}
The first changes sign at $K_\rho=1/3$, the second at $K_\rho=1$.
\begin{itemize}
\item For $K_\rho<1/3$, $4K_\rho<1+K_\rho<1+1/K_\rho$: $4k_F$ charge dominates.
\item For $1/3<K_\rho<1$, $1+K_\rho$ is smallest. The logarithm separates the tied pair, and $2k_F$ spin dominates $2k_F$ charge.
\item For $K_\rho>1$, $1+1/K_\rho<1+K_\rho<4K_\rho$. The logarithm again separates the pair, and triplet pairing dominates among the five.
\end{itemize}
At $K_\rho=1/3$ the three density-type correlations share the power $4/3$, and the positive log power selects $2k_F$ spin. At $K_\rho=1$, $2k_F$ spin and triplet pairing share both $\eta=2$ and $p=1/2$, so their amplitudes decide which is larger. This ranking covers the five operators listed. The four-particle operator $R_\uparrow R_\downarrow L_\uparrow L_\downarrow$, dual to the $4k_F$ operator, has phase $2\theta_\uparrow+2\theta_\downarrow=\sqrt8\,\theta_\rho$ and no spin factor, so its power is $4/K_\rho$; it decays more slowly than triplet pairing when $4/K_\rho<1+1/K_\rho$, that is for $K_\rho>3$. Sample values for the five are

\begin{center}
\begin{tabular}{ccccl}
$K_\rho$ & $\eta_{2k_F}$ & $\eta_{4k_F}$ & $\eta_{\rm pair}$ & dominant\\ \hline
0.25 & 1.25 & 1.00 & 5.00 & $4k_F$ charge\\
1/3 & 1.33 & 1.33 & 4.00 & $2k_F$ spin\\
0.60 & 1.60 & 2.40 & 2.67 & $2k_F$ spin\\
1.00 & 2.00 & 4.00 & 2.00 & $2k_F$ spin, triplet\\
1.50 & 2.50 & 6.00 & 1.67 & triplet pairing
\end{tabular}
\end{center}

The Hubbard chain with on-site repulsion $U\to\infty$ gives a microscopic point on this scale. For a filling $n<1$ per site, double occupancy is forbidden, so the charges move as free spinless fermions of density $n$ (at $n=1$ they cannot move and the argument does not apply). Their connected density correlation at separation $r$ in lattice sites is
\begin{equation}
-\left[\frac{\sin(\pi nr)}{\pi r}\right]^2=-\frac{1-\cos(2\pi nr)}{2\pi^2r^2}.
\end{equation}
For spin-1/2 fermions $k_F=\pi n/2$, so the oscillation has wavevector $4k_F$. Its power 2 must equal $4K_\rho$, which gives $K_\rho=1/2$. This lies in the $2k_F$ spin region, with $\eta_{2k_F}=3/2$. In this limit the model is therefore not in the $4k_F$ region.

\subsection*{(d) Finite distances}

At $r/a=1000$, $\ln(r/a)=6.908$ and
\begin{equation}
1+y_0\ln(r/a)=1+0.3\times6.908=3.072 .
\end{equation}
The log factors are $3.072^{1/2}=1.753$ for $p=1/2$ and $3.072^{-3/2}=0.186$ for $p=-3/2$. With unit amplitudes and $K_\rho=0.6$, the envelopes are
\begin{align}
2k_F\ \text{spin}&:\quad 1000^{-1.6}\times1.753=2.8\times10^{-5},\nonumber\\
2k_F\ \text{charge}&:\quad 1000^{-1.6}\times0.186=2.9\times10^{-6},\nonumber\\
4k_F\ \text{charge}&:\quad 1000^{-2.4}=6.3\times10^{-8},\\
\text{triplet pairing}&:\quad 1000^{-2.667}\times1.753=1.8\times10^{-8},\nonumber\\
\text{singlet pairing}&:\quad 1000^{-2.667}\times0.186=1.9\times10^{-9}.\nonumber
\end{align}
Spin exceeds charge at $2k_F$ by $3.072^2=9.4$, although their powers are equal.

Just below $K_\rho=1/3$ the logarithm opposes the power law. Setting the $4k_F$ charge and $2k_F$ spin envelopes equal and taking the logarithm gives, with $l=\ln(r/a)$,
\begin{equation}
(1-3K_\rho)\,l=\tfrac12\ln(1+y_0l).
\label{cross}
\end{equation}
The right side is concave and starts at $l=0$ with slope $y_0/2$. A root with $l>0$ therefore exists when $0<1-3K_\rho<y_0/2$; here this means $0.10<0.15$ for $K_\rho=0.30$ and $0.04<0.15$ for $K_\rho=0.32$. Solving Eq.~(\ref{cross}) by numerical root finding gives
\begin{align}
K_\rho=0.30&:\quad l=3.8,\quad r\approx45\,a,\nonumber\\
K_\rho=0.32&:\quad l=28.0,\quad r\approx1.5\times10^{12}\,a .
\end{align}
Below these distances $2k_F$ spin is the larger correlation; beyond them $4k_F$ charge is. In the second case the asymptotic order is out of reach for a sample of ordinary size if $a$ is a lattice spacing. These distances are estimates for equal amplitudes and one-loop flow. They are sensitive to higher orders: as an illustration, adding a term $-y^3/2$ to $dy/dl$ and changing nothing else moves the roots to $l=3.4$ and $26.1$, or $r\approx31\,a$ and $2\times10^{11}a$. Unequal amplitudes add a constant to Eq.~(\ref{cross}), which can shift $l$ strongly when $1-3K_\rho$ is small, or remove the crossing altogether: halving the $4k_F$ amplitude moves the roots to $l=15.6$ and $52.6$, while doubling it leaves $4k_F$ charge the larger at every distance for both values of $K_\rho$. Near $K_\rho=1$ the competing $2k_F$ spin and triplet correlations carry the same log factor, so the logarithm causes no such delay there.

All numerical values are calculated from the stated model.
